# MOS drain current and saturation voltage with varying depletion charge

## 1. A channel with fixed depletion charge

Consider an n-channel transistor of channel length $L$ and width $W$ on a p-type body. Let $y$ run from the source ($y=0$) to the drain ($y=L$), and let $V(y)$ be the channel potential relative to the source, with $V(0)=0$ and $V(L)=V_D$. The gate voltage $V_G$ is also measured from the source.

In the simplest case the gate induces electrons as a parallel-plate capacitor does. With oxide capacitance $C$ per area and threshold voltage $V_T$, the magnitude of the electron charge per area is

$$Q_i=C\,(V_G-V_T-V). \tag{1}$$

The lateral electric field is $-dV/dy$. It points towards the source, and so does the current. Counting the current $I$ as positive when it enters the drain terminal, and taking a constant mobility $\mu$,

$$I=\mu W Q_i\frac{dV}{dy}. \tag{2}$$

In steady state, with no current to gate or body, $I$ is the same at every $y$. Integrating (2) over the channel gives

$$I=\beta\left[(V_G-V_T)V_D-\tfrac12V_D^2\right],\qquad \beta=\frac{\mu CW}{L}. \tag{3}$$

The electron charge at the drain vanishes at $V_D=V_G-V_T$, where $I=\beta(V_G-V_T)^2/2$.

Equation (1) assumes that the ionized acceptors under the channel carry the same charge everywhere. They do not: the channel is more positive near the drain, so the reverse bias between channel and body is larger there and the depletion layer is deeper. Part of the gate charge is then balanced by acceptors instead of electrons.

## 2. The local charge balance

Let the body have uniform acceptor density $N_A$ and permittivity $\epsilon_s$, and let it sit at $-V_{SB}$ relative to the source, with $V_{SB}\ge0$. The gradual-channel approximation is used: the potential varies much more slowly along $y$ than with depth $x$, so Poisson's equation can be solved in depth at each $y$.

**Depletion charge.** Let $\psi(x)$ be the potential relative to the neutral body. In a layer of depth $w$ emptied of holes, the charge density is $-qN_A$, with $q$ the elementary charge, so

$$\frac{d^2\psi}{dx^2}=\frac{qN_A}{\epsilon_s},\qquad \psi(w)=0,\quad \psi'(w)=0 .$$

Two integrations give $\psi=qN_A(w-x)^2/(2\epsilon_s)$. At the surface $\psi_s=qN_Aw^2/(2\epsilon_s)$, hence $w=\sqrt{2\epsilon_s\psi_s/(qN_A)}$. The magnitude of the depletion charge is

$$Q_b=qN_Aw=C\gamma\sqrt{\psi_s},\qquad \gamma=\frac{\sqrt{2q\epsilon_sN_A}}{C}. \tag{4}$$

**Surface potential.** Let $\phi_t=kT/q$ and let $n_i$ be the intrinsic density. With $V$ now understood as the electron quasi-Fermi potential, the surface electron density is

$$n_s=\frac{n_i^2}{N_A}\exp\!\left(\frac{\psi_s-V-V_{SB}}{\phi_t}\right).$$

It equals $N_A$ when $\psi_s-V-V_{SB}=2\phi_t\ln(N_A/n_i)$. Beyond this point $n_s$ grows exponentially, so each further tenfold rise costs only $\phi_t\ln 10$, about 60 mV at 300 K. Neglecting this extra bending is an approximation, whose cost is examined in Section 7. Strong inversion is therefore modelled by pinning the surface at

$$\psi_s=\phi_0+V_{SB}+V,\qquad \phi_0=2\phi_t\ln\frac{N_A}{n_i}. \tag{5}$$

With this choice $d\psi_s/dy=dV/dy$, so (2) describes drift alone.

**Gate balance.** The gate-to-body voltage is the sum of the flat-band voltage $V_{FB}$, the surface bending and the oxide drop. The electron layer is taken as thin, so that (4) still holds in its presence. By Gauss's law the oxide drop is $(Q_i+Q_b)/C$, hence

$$V_G+V_{SB}=V_{FB}+\psi_s+\frac{Q_i+Q_b}{C}. \tag{6}$$

Solving for $Q_i$ and inserting (4) and (5), in which $V_{SB}$ cancels outside the root, gives

$$Q_i=C\left[V_G-V_{FB}-\phi_0-V-\gamma\sqrt{\phi_0+V_{SB}+V}\right]. \tag{7}$$

At the source this is $C(V_G-V_T)$, with

$$V_T=V_{FB}+\phi_0+\gamma\sqrt{\phi_0+V_{SB}}. \tag{8}$$

## 3. The drain current

Integrating (2) from source to drain gives $IL=\mu W\int_0^{V_D}Q_i\,dV$. The linear part of (7) integrates to $(V_G-V_{FB}-\phi_0)V_D-V_D^2/2$. For the root,

$$\int_0^{V_D}\!\sqrt{\phi_0+V_{SB}+V}\,dV=\tfrac23\left[(\phi_0+V_{SB}+V_D)^{3/2}-(\phi_0+V_{SB})^{3/2}\right].$$

Therefore

$$\begin{aligned}I=\beta\Big\{&\left(V_G-V_{FB}-\phi_0-\tfrac12V_D\right)V_D\\&-\tfrac23\gamma\left[(\phi_0+V_{SB}+V_D)^{3/2}-(\phi_0+V_{SB})^{3/2}\right]\Big\}.\end{aligned} \tag{9}$$

Stopping the integration at an interior point gives the potential profile. Write $I(V)$ for the right side of (9) with $V_D$ replaced by $V$. Because the current through the section from $0$ to $y$ is the same $I(V_D)$,

$$\frac yL=\frac{I(V)}{I(V_D)}. \tag{10}$$

## 4. The saturation voltage

Differentiating the integral with respect to its upper limit gives

$$\frac{dI}{dV_D}=\frac{\mu W}{L}\,Q_i(V_D). \tag{11}$$

The current stops rising when the electron charge at the drain reaches zero. Set $u=\sqrt{\phi_0+V_{SB}+V_D}$, so that $V_D=u^2-\phi_0-V_{SB}$. Then $Q_i(V_D)=0$ becomes

$$u^2+\gamma u=V_G+V_{SB}-V_{FB}. \tag{12}$$

Since $u$ is positive, the required root is

$$u=-\frac\gamma2+\sqrt{V_G+V_{SB}-V_{FB}+\frac{\gamma^2}4}. \tag{13}$$

By (12), $u^2=V_G+V_{SB}-V_{FB}-\gamma u$. Inserting (13) for the last $u$ and subtracting $\phi_0+V_{SB}$ yields

$$V_{Dsat}=V_G-V_{FB}-\phi_0+\frac{\gamma^2}2-\gamma\sqrt{V_G+V_{SB}-V_{FB}+\frac{\gamma^2}4}. \tag{14}$$

This is positive when $V_G>V_T$, because $Q_i$ then starts positive at the source and decreases with $V$. The second derivative of the current,

$$\frac{d^2I}{dV_D^2}=-\beta\left(1+\frac{\gamma}{2\sqrt{\phi_0+V_{SB}+V_D}}\right),$$

is negative, so the stationary point is a maximum.

Beyond $V_{Dsat}$, (9) falls because (7) has turned negative, which an electron charge magnitude cannot do. In the long-channel model the section between the source and the pinch-off point keeps the voltage drop $V_{Dsat}$. The excess voltage falls across a short region at the drain. If that region is negligible compared with $L$, the current stays at $I_{sat}=I(V_{Dsat})$. Equation (9) is thus to be used for $0\le V_D\le V_{Dsat}$.

## 5. Limits

**Weak body effect.** As $\gamma\to0$, (9) becomes (3) with $V_T=V_{FB}+\phi_0$, and (14) becomes $V_{Dsat}=V_G-V_T$.

**Small drain voltage.** Put $A=\phi_0+V_{SB}$ and expand the root:

$$\sqrt{A+V}=\sqrt A+\frac V{2\sqrt A}-\frac{V^2}{8A^{3/2}}+\cdots$$

Integrating (7) term by term gives

$$\frac I\beta=(V_G-V_T)V_D-\frac a2V_D^2+\frac{\gamma V_D^3}{24A^{3/2}}+\cdots,\qquad a=1+\frac\gamma{2\sqrt A}. \tag{15}$$

Dropping the cubic and higher terms amounts to linearising the depletion charge about the source. The resulting model saturates at $(V_G-V_T)/a$ with current $\beta(V_G-V_T)^2/(2a)$. The root is concave, so its tangent lies above it. Linearising therefore overstates the depletion charge and makes both results lower than those of (9) and (14). A constant depletion charge errs the other way.

**Large body bias.** Equation (7) can be written

$$\frac{Q_i}{C}=V_G-V_T-V-\frac{\gamma V}{\sqrt{A+V}+\sqrt A}.$$

If $V_{SB}$ grows while $V_G-V_T$ is held fixed, the last term vanishes and (3) is recovered. The depletion layer is then already so deep that the drain voltage changes its charge little.

**Near pinch-off.** Let $V_D=V_{Dsat}$ and $\delta=V_{Dsat}-V$. To first order (7) gives $Q_i\simeq Ca_s\delta$, where $a_s=1+\gamma/(2u)$. Integrating, $I(V)\simeq I_{sat}-\beta a_s\delta^2/2$, and (10) gives

$$1-\frac yL\simeq\frac{\beta a_s\delta^2}{2I_{sat}},\qquad \frac{dV}{dy}\simeq\frac12\sqrt{\frac{2I_{sat}}{\beta a_sL\,(L-y)}}. \tag{16}$$

A finite current carried by a vanishing charge needs a diverging field. The gradual-channel approximation fails there, as does pinning, because the surface is no longer strongly inverted. $V_{Dsat}$ marks the edge of the model and not a sharp event in a device.

## 6. A worked transistor

Take round values, roughly typical of a long-channel silicon transistor with a thermal oxide and a metal gate: $N_A=5\times10^{16}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, a 20 nm oxide, $L=W=20$ µm, $\mu=500$ cm²/Vs, $V_{FB}=-0.90$ V, $V_G=3.00$ V, $V_{SB}=0$ and 300 K. Relative permittivities of 11.7 for the body and 3.9 for the oxide give $C=0.1727$ µF/cm², $\gamma=0.7462$ V$^{1/2}$, $\phi_0=0.7975$ V and $\beta=86.33$ µA/V². Digits beyond the second or third serve only to make the arithmetic traceable.

From (8), $V_T=-0.90+0.7975+0.6664=0.564$ V. From (13) and (14),

$$u=-0.3731+\sqrt{3.90+0.1392}=1.6367\ \mathrm{V}^{1/2},$$
$$V_{Dsat}=1.6367^2-0.7975=1.88\ \mathrm V.$$

Equation (9) then gives

$$\frac{I_{sat}}\beta=2.1619\times1.8812-\tfrac23(0.7462)(4.3844-0.7122)=2.240\ \mathrm{V}^2,$$

so $I_{sat}=193$ µA. Continued wrongly to $V_D=3$ V, (9) would fall to 128 µA.

Holding the depletion charge at its source value would give saturation at 2.44 V and 256 µA, a current 32 % above that of (9). The linearised model, with $a=1.418$, gives 1.72 V and 181 µA, 7 % below (9).

The closed forms were tested at $(V_G,V_{SB})=(1.5,0)$, $(3,0)$, $(3,1)$ and $(5,2)$ V: numerical integration of (7) reproduced $I/\beta$ within $10^{-9}$ V², and the numerically located maximum agreed with (14) within $10^{-4}$ V. A separate solution of current continuity on 80 cells at $V_D=1.5$ V puts the middle of the channel at 0.52 V, less than half the drain voltage. The source half holds more electrons and needs a smaller field to carry the same current.

## 7. What pinning costs

A better reference keeps the mobile carriers in Poisson's equation:

$$\frac{d^2\psi}{dx^2}=\frac{qN_A}{\epsilon_s}\left[1-e^{-\psi/\phi_t}+e^{(\psi-\phi_0-V-V_{SB})/\phi_t}\right]. \tag{17}$$

The electron charge follows by integrating the last term over depth, and $I=(\mu W/L)\int_0^{V_D}Q_i\,dV$. Because $V$ is the quasi-Fermi potential, this current includes drift and diffusion. The reference still assumes a gradual channel, constant mobility and classical, nondegenerate carriers. The last assumption is marginal at the source, where the surface electron density reaches about $2.8\times10^{19}$ cm$^{-3}$, close to the conduction-band effective density of states of silicon; Fermi–Dirac statistics would lower the current by only about 0.2 %.

It gives 168.64 µA at $V_D=1.88$ V and 168.66 µA at 3 V, so the current does level off. At 1.5 V it has already reached 97 % of its final value. The depletion charge, expressed as $Q_b/C$, grows from 0.702 V at the source to 1.149 V where $V=1.5$ V; (4) with (5) gives 0.666 V and 1.131 V.

The saturation current from (9) is 15 % above this reference. The main cause is pinning: the reference surface bending at the source is 0.961 V, not 0.798 V, which leaves less voltage to induce electrons. Using 0.961 V for $\phi_0$ in (9) and (14) turns the error into $-4.8$ %.

Part of the remainder is diffusion. With diffusion coefficient $\mu\phi_t$, the decrease of $Q_i$ towards the drain adds a current $-\mu\phi_tW\,dQ_i/dy$. Averaged over the channel, with $Q_i(L)=0$, it is $\beta\phi_tQ_i(0)/C$. Including it leaves $-1.9$ %. At the source the repinned model has $Q_b/C=0.7462\sqrt{0.9613}=0.732$ V, above the reference value of 0.702 V. It thus has too few electrons there, an error of the same sign as the remaining deficit.

The linearised current of 181 µA lies closer to the reference than the 193 µA of (9). This is a cancellation: overstating the depletion charge towards the drain offsets part of the pinning error.

## 8. The model beside a real device

The long channel chosen here keeps velocity saturation small. Take the rough law $v=\mu E/(1+E/E_c)$, with $E=dV/dy$ and $E_c=0.020$ MV/cm, corresponding to a limiting velocity of $10^7$ cm/s. Then $I(1+E/E_c)=\mu WQ_iE$. Integration along the channel divides (9) by $1+V_D/(LE_c)$. Here $LE_c=40$ V, and the maximum current drops by 4.4 %. For $L=1$ µm, with the other inputs fixed, $LE_c=2$ V. At $V_D=1$ V, where the current under this law is still rising, the divisor is 1.5, so (9) would be 50 % too high relative to this law. These sizes depend strongly on the form of the law. With $v=\mu E/\sqrt{1+(E/E_c)^2}$, the form more usual for electrons in silicon, the drop for the long channel is about 0.3 % and the excess for $L=1$ µm at 1 V is about 13 %.

By (16) the lateral field reaches $E_c$ about 11 nm from the drain. This is less than the oxide thickness, so the number shows where the gradual description has failed and does not predict a local field.

Rough estimates of other omissions follow. The mean normal field in the electron layer falls from 0.314 MV/cm at the source to 0.204 MV/cm at the drain. If mobility varies roughly as its $-0.3$ power, with the source value held at 500 cm²/Vs, the current rises by 3.7 %. A one-dimensional depletion-width estimate shortens the channel by 170 nm at $V_D=3$ V, or 0.85 % of $L$. It ignores the gate and the junction depth, so only its order of magnitude is meaningful. A triangular-well estimate with normal mass 0.92 electron masses puts electrons in the lowest subband 1.7 nm below the surface on average. If all electrons were in that subband, this would be equivalent, compared with a charge sheet at the surface, to 0.57 nm of extra oxide, or 2.8 % of its thickness. At 300 K only about half of them are. Solving the Schrödinger and Poisson equations together, for a (100) surface with a hard wall at the oxide, gives a mean depth near 2.8 nm, or about 4.6 % of the oxide. Compared with (17), whose classical electrons lie at about 1.3 nm, the change is about half of that. The confinement energy, 81 meV in the triangular estimate and nearer 100 meV self-consistently, also affects the threshold. Together these effects put the saturation current about 5 % below that of (17), which widens the gap to (9) to about 21 %. Degeneracy would shift the potential by about 9 mV if all electrons were in the lowest subband; at 300 K higher subbands are occupied too, which makes the shift smaller.

At an oxide field of 1.55 MV/cm, the value for pinned bending, the estimated tunnelling factor is $10^{-68}$; the larger bending of Section 7 lowers both further. Self-heating, estimated for a uniformly warm disc of the channel's area on a thick silicon body, is about 0.09 K; the drain end, where much of the heat is released, is two to three times warmer, which is still negligible. For a plane drain junction the peak field is 0.25 MV/cm, below a rough breakdown value of 0.5 MV/cm. Curvature at the junction edge raises the field and can use up much of that margin. Contact resistance has not been estimated. For this long device, pinning is the largest of the errors sized here; in a short one, velocity saturation can exceed it. The program contains the input values and formulas behind the simple closed-form estimates.

## Numbers as computed

```
temperature 300 K, thermal voltage 25.85 mV
acceptors 5.0e+16 cm^-3, intrinsic 1.0e+10 cm^-3
oxide 20 nm, L 20 um, W 20 um
relative permittivity: body 11.7, oxide 3.9
mobility 500 cm2/Vs, VFB -0.90 V
VG 3.00 V, VSB 0.00 V, largest VD 3.00 V
oxide capacitance 0.1727 uF/cm2
body factor gamma 0.7462 V^0.5
pinned band bending phi0 0.7975 V
beta 86.33 uA/V^2
threshold VT 0.5639 V, overdrive 2.4361 V
root u at pinch-off 1.6367 V^0.5
saturation voltage 1.8812 V
saturation current 193.40 uA, I/beta 2.2403 V^2
VD 0.5 V: formula 90.24 uA, full Poisson 82.00 uA
VD 1.0 V: formula 151.76 uA, full Poisson 136.08 uA
VD 1.5 V: formula 185.66 uA, full Poisson 163.69 uA
formula misused at VD 3.0 V: 127.80 uA
mid-channel potential at VD 1.5 V: 0.5172 V
constant depletion charge: VDsat 2.4361 V, I 256.16 uA
  its current error against formula +32.5 %
linearised charge: factor a 1.4178, VDsat 1.7183 V
  I 180.68 uA, error -6.6 %
pinch-off slope factor a_s 1.2280
depletion charge/C at V 0.0 V: model 0.6664 V, full 0.7021 V
depletion charge/C at V 1.5 V: model 1.1310 V, full 1.1491 V
full Poisson current at VDsat 168.64 uA
full Poisson current at 3.0 V 168.66 uA
formula against full Poisson +14.7 %
full surface bending at source 0.9613 V
repinned formula against full -4.8 %
repinned plus diffusion against full -1.9 %
saturation velocity 1e+07 cm/s, critical field 0.020 MV/cm
velocity saturation changes current -4.4 %
lateral field reaches critical 11.4 nm from drain
normal field source 0.314, drain 0.204 MV/cm
mobility variation (power -0.3) +3.7 %
channel shortening at 3.0 V 170 nm, 0.85 % of L
masses: normal 0.92, in-plane 0.19 electron masses
confinement energy 81 meV, centroid 1.71 nm
added oxide equivalent 0.57 nm, 2.8 % of oxide
source electron density 2.63e+12 cm^-2
degeneracy shift 8.7 mV
oxide field 1.55 MV/cm, barrier 3.1 eV
log10 of tunnelling factor -68
drain junction peak field 0.247 MV/cm
self-heating at 3.0 V 0.086 K
```
